\section*{Why finite strain leaves a minority domain on stepped Si(001)}

\section{One narrow stripe}

Take a Si(001) surface that is almost entirely one domain, with a single narrow stripe of the other domain left between two parallel single-height steps a distance $d$ apart. An applied strain makes the stripe unfavourable and pushes the steps together with a constant force $Fe$ per unit step length. Here $F$ is the difference in surface stress between the domains and $e$ measures the strain. The steps also pull on the substrate in opposite directions, and this makes them repel with a force $KF^2/d$, where $K$ is an elastic compliance derived below. Balance gives
\begin{equation}
\frac{KF^2}{d}=Fe \quad\Rightarrow\quad d=\frac{KF}{e}.
\label{eq:stripe}
\end{equation}
Doubling the strain halves the stripe, but no finite strain closes it: the closing force is finite, and the repulsion grows without limit as $d\to0$.

That is the whole mechanism. It belongs to a continuum model with sharp domain boundaries, and it fails when $d$ reaches atomic size. The sections below derive the force, extend the result to a periodic surface, and show what a boundary of finite width changes.

\section{From surface stress to step repulsion}

\subsection{Geometry and driving force}

The steps run along $y$, and $x$ is the in-plane normal to them. Surface dimers lie along $x$ in the majority domain and along $y$ in the minority domain. With $\sigma_\parallel$ and $\sigma_\perp$ the surface stress along and across the dimer bond, the components $(\sigma_{xx},\sigma_{yy})$ are $(\sigma_\parallel,\sigma_\perp)$ in the majority and $(\sigma_\perp,\sigma_\parallel)$ in the minority. Define $F=\sigma_\parallel-\sigma_\perp>0$. One period $L$ contains two steps, one minority terrace of width $d$ and one majority terrace of width $L-d$. Fixed step density means fixed $L$.

A uniform applied strain changes the surface energy per area by $\sigma_{xx}\varepsilon_{xx}+\sigma_{yy}\varepsilon_{yy}$. Minority minus majority is
\begin{equation}
(\sigma_\perp-\sigma_\parallel)\varepsilon_{xx}+(\sigma_\parallel-\sigma_\perp)\varepsilon_{yy}
=F(\varepsilon_{yy}-\varepsilon_{xx})\equiv Fe .
\end{equation}
Compression along $x$ gives $e>0$ and favours the majority. The cost per period and unit step length is $Fed$. The uniform applied stress has no cross term with the strain field of the steps in the bulk, because that field averages to zero over a period.

\subsection{Response of the substrate}

A surface stress that varies along $x$ exerts a tangential force density $f=\partial_x\sigma_{xx}$ on the substrate. Each step is therefore a line force of size $F$, with alternating sign.

Let the substrate be an isotropic half-space $z>0$ in plane strain, with shear modulus $\mu$ and Poisson ratio $\nu$, under a surface traction $t_0\cos kx$ with $k>0$. Use the stress function
\begin{equation}
\phi=\frac{t_0}{k}\,z\,e^{-kz}\sin kx,
\end{equation}
which is biharmonic and decays with depth. The stresses are $\sigma_{zz}=\partial_x^2\phi$, $\sigma_{xz}=-\partial_x\partial_z\phi$ and $\sigma_{xx}=\partial_z^2\phi$. At $z=0$ they become
\begin{equation}
\sigma_{zz}=0,\qquad \sigma_{xz}=-t_0\cos kx,\qquad \sigma_{xx}=-2t_0\sin kx .
\end{equation}
The outward normal points along $-z$, so the applied traction is $-\sigma_{xz}=t_0\cos kx$, as required. Hooke's law in plane strain gives the surface strain
\begin{equation}
\partial_xu_x=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{zz}}{2\mu}
=-\frac{1-\nu}{\mu}\,t_0\sin kx .
\end{equation}
Integrating,
\begin{equation}
u_x=\frac{\pi K}{k}\,t_0\cos kx,\qquad K=\frac{1-\nu}{\pi\mu}.
\label{eq:response}
\end{equation}

\subsection{The logarithm}

The surface energy changes by $\int\sigma_{xx}\partial_xu_x\,dx=-\int fu_x\,dx$, and the substrate stores $+\frac12\int fu_x\,dx$. The relaxation energy is $E=-\frac12\int fu_x\,dx$ per period.

Give each boundary a Lorentzian profile of half-width $w/2$, so that $w$ is the sum of the two half-widths. With $k_n=2\pi n/L$, the Fourier coefficients of the two opposite forces satisfy
\begin{equation}
|f_n|^2=\frac{2F^2}{L^2}(1-\cos k_nd)\,e^{-w|k_n|}.
\end{equation}
Insert this and Eq.~\eqref{eq:response}. Positive and negative $n$ contribute equally, so
\begin{align}
E&=-L\sum_{n\ge1}\frac{\pi K}{k_n}|f_n|^2
=-KF^2\sum_{n\ge1}\frac{(1-\cos n\theta)\,q^n}{n},\\
\theta&=\frac{2\pi d}{L},\qquad q=e^{-2\pi w/L}.
\end{align}
The two sums are $\sum q^n/n=-\ln(1-q)$ and $\sum q^n\cos(n\theta)/n=-\frac12\ln(1-2q\cos\theta+q^2)$. Now use
\begin{equation}
1-2q\cos\theta+q^2=(1-q)^2+4q\sin^2\frac{\theta}{2},\qquad
\frac{(1-q)^2}{4q}=\sinh^2\frac{\pi w}{L},
\end{equation}
to obtain
\begin{equation}
E=-\frac{KF^2}{2}\ln\left[1+\frac{\sin^2(\pi d/L)}{\sinh^2(\pi w/L)}\right].
\label{eq:core}
\end{equation}
For boundaries much sharper than either terrace width this becomes
\begin{equation}
E=-KF^2\ln\left[\frac{L}{\pi w}\sin\frac{\pi d}{L}\right].
\label{eq:sharp}
\end{equation}
When also $d\ll L$, $E=-KF^2\ln(d/w)$, and $-dE/dd=KF^2/d$ is the repulsion used at the start.

\section{The width that remains}

Minimize $G=E+Fed$ with the sharp form \eqref{eq:sharp}:
\begin{equation}
\frac{dG}{dd}=-\frac{\pi KF^2}{L}\cot\frac{\pi d}{L}+Fe=0 .
\end{equation}
The second derivative, $KF^2(\pi/L)^2/\sin^2(\pi d/L)$, is positive, so there is one minimum:
\begin{equation}
d=\frac{L}{\pi}\arctan\frac{\pi KF}{Le}.
\label{eq:width}
\end{equation}
This is positive for every finite $e$. Three regimes follow.
\begin{itemize}
\item At weak strain, $\arctan(1/s)\simeq\pi/2-s$ with $s=Le/(\pi KF)$ gives $d\simeq L/2-L^2e/(\pi^2KF)$. The domains start equal and respond linearly.
\item At $e=\pi KF/L$ the arctangent is $\pi/4$, and the minority covers one quarter of the surface.
\item At strong strain $d\to KF/e$, independent of $L$. The minority fraction is then $KF/(Le)$.
\end{itemize}

What keeps the domain open is the diverging \emph{force} at contact. If the repulsive force had a finite upper bound, a larger driving force $Fe$ would close the gap.

Fixed step density is equally necessary. On a vicinal staircase all steps descend in the same direction and cannot annihilate, so each period keeps its two boundaries. Where up and down steps can meet and annihilate, as at the edges of an island, the minority terrace can disappear and the argument does not apply.

The result does not rest on an imposed regular spacing. In the sharp model, line forces $f_i$ and $f_j$ at separation $r$ much less than $L$ interact through $Kf_if_j\ln r$. Let $n$ neighbouring steps with signs $s_i=\pm1$ shrink together to a size $\delta$, and let $Q=\sum s_i$. Since $\sum_{i<j}s_is_j=(Q^2-n)/2$, the energy varies as
\begin{equation}
\frac{KF^2}{2}(Q^2-n)\ln\delta .
\end{equation}
Alternating signs allow only $Q=0$ or $\pm1$. For $n\ge2$ the prefactor is negative and the energy rises to $+\infty$, so collective collapse is blocked too. As a numerical test, three step pairs on a ring were released from random spacings at $Le/(KF)=1.5$ and $8$. They relaxed to equal pairs with the width \eqref{eq:width}, to within $6\times10^{-7}$ of a period.

\section{How large the remnant is}

Take rough silicon-like values: $F=1$~N/m, $\mu=65$~GPa, $\nu=0.22$ and $L=200$~nm. Then $K=3.82\times10^{-12}$~m$^2$/N and $KF=0.00382$~nm. At $e=0.1\,\%$,
\begin{equation}
\frac{\pi KF}{Le}=\frac{\pi\times0.00382}{200\times0.001}=0.060,\qquad
d\simeq\frac{200\ \mathrm{nm}}{\pi}\times0.060\simeq3.8\ \mathrm{nm},
\end{equation}
or 1.9\,\% of the surface. The forces balance: $KF^2/d=0.0238/3.815\simeq0.0062$~eV/nm$^2$, equal to $Fe$.

\begin{center}
\begin{tabular}{cccc}
$e$ (\%) & $d$ (nm) & minority (\%) & thermal mean (nm)\\
0.01 & 34.4 & 17.2 & 34.8\\
0.10 & 3.8 & 1.9 & 4.3\\
0.30 & 1.3 & 0.6 & 1.9\\
1.00 & 0.4 & 0.2 & 1.0
\end{tabular}
\end{center}

The second and third columns follow Eq.~\eqref{eq:width}; the last is explained in Section~\ref{sec:thermal}. The first 0.01\,\% of strain already reduces the minority from one half to 17\,\%. After that the return diminishes. The last row lies outside the sharp model, since $d$ has reached the size of a boundary core. At 0.30\,\% the core used in the next section already lowers the static width from 1.3 to 1.1~nm. Real steps also carry force dipoles, which the model omits. A tangential dipole of 1~eV/nm at one step, taken as an illustration, shifts the static width by 0.15 to 0.2~nm in a direction set by its sign: a few percent at 0.1\,\% strain and over ten percent at 0.3\,\%.

\section{Where ``never'' ends}

\subsection{A boundary of finite width}

For $d,w\ll L$, Eq.~\eqref{eq:core} becomes $E=-\frac12KF^2\ln(1+d^2/w^2)$, and the repulsive force is
\begin{equation}
-\frac{dE}{dd}=KF^2\frac{d}{d^2+w^2}\le\frac{KF^2}{2w},
\end{equation}
with the maximum at $d=w$. The force is now bounded, and beyond $e=KF/(2w)$ no open stripe is even metastable.

The stripe loses its advantage earlier. Write $d=tw$. Force balance requires $e=(KF/w)\,t/(1+t^2)$. Equal energy with the closed state, $G(0)=0$, requires $\frac12KF^2\ln(1+t^2)=Fewt$. Eliminating $e$,
\begin{equation}
\frac12\ln(1+t^2)=\frac{t^2}{1+t^2}.
\end{equation}
The nonzero solution is $t\simeq1.98$, so the transition lies at $e\simeq0.402\,KF/w$. With $w=0.4$~nm this is $0.402\times0.00382/0.4\simeq0.38\,\%$, and the width jumps from about 0.8~nm to zero. Metastability ends at $0.48\,\%$.

These strains are not predictions for silicon. They show that, for a static straight stripe, an atomic-scale core turns ``never'' into a finite strain. Its value depends on the shape of the core as well as its width: giving each boundary a Gaussian profile with the same half-width at half maximum, $w/2$, yields about 0.9\,\% instead of 0.38\,\%. The closed state is a pair of single steps merged into a double-height step, whose own formation energy the model omits. On Si(001) that energy depends on which domain remains. Here the remaining dimers lie across the steps, and the double step costs much more than two single steps. The excess is of order 1~eV/nm, far above the elastic scale $KF^2\simeq0.024$~eV/nm, so closing is not expected at these strains. With the opposite strain the remaining dimers lie along the steps, the double step costs less than two single steps, and closing is favoured. With commonly quoted step energies the saving is about 0.3~eV/nm, more than the 0.12~eV/nm that equal single-step domains gain elastically in this example. Such double steps would then have the lower static energy even without strain, so the model takes the single steps as given and does not explain their presence.

\subsection{Thermal wandering}
\label{sec:thermal}

Steps must be mobile to equilibrate, and mobile steps wander. Treat one step as a line of stiffness $\beta$ beside a straight partner, with energy $\int[\frac12\beta(\partial_yd)^2+G(d)]\,dy$. This applies the straight-step energy at each $y$, so $d$ must vary slowly along the step on the scale of $d$ itself. With the values below, the correlation length along the step is about 14~nm at 0.1\,\% strain, well above the width, but only about 5~nm at 0.3\,\%, where the result is rougher. Over a short length $\Delta y$ the Boltzmann weight spreads $d$ by a Gaussian of variance $k_BT\Delta y/\beta$ and multiplies by $1-G\Delta y/(k_BT)$. For a long step the slowest-decaying solution dominates, and it obeys
\begin{equation}
-\frac{(k_BT)^2}{2\beta}\psi''+G(d)\psi=\Gamma\psi,\qquad \psi(0)=\psi(L)=0,
\end{equation}
where $\Gamma$ is the free energy per length and $\psi^2$ the distribution of $d$. The boundary conditions state that the step crosses neither its partner nor the partner's periodic image.

At 900~K, with a rough $\beta=0.3$~eV/nm, the mean width at $e=0.1\,\%$ rises from 3.8 to 4.3~nm. Without the logarithm it would still be 1.8~nm. Here $\beta$ is an effective stiffness, taken to include the elastic energy released when a step bends. With the 0.4~nm core, that release lowers a bare stiffness by about 0.1~eV/nm at wavelengths near 90~nm. The effective value is uncertain, and a softer step wanders more: $\beta=0.05$~eV/nm would give a mean width of 5.2~nm with the logarithm included. That figure is rough, because the correlation length has then fallen to about 6~nm, comparable with the width. It may still be closer to silicon. The two kinds of single step differ strongly: a simple kink model with commonly quoted kink energies gives about 0.05~eV/nm for the rougher step and about 1~eV/nm for the smoother one at 900~K, and the softer step sets the wandering. Non-crossing is thus a second reason for a nonzero mean width, and at 0.3\,\% strain the thermal mean is about one and a half times the static width. It also smooths out the jump found for the static stripe: with the same 0.4~nm core, the mean width at 900~K falls gradually from 1.8~nm at 0.3\,\% to 1.4~nm at 0.48\,\%.

\section{The real surface and what to do}

The example corresponds to terraces of 100~nm on average. With a step height of about 0.14~nm the miscut is about $0.08^\circ$. The value of $F$ is good to its order of magnitude, and the static width scales with it at strong strain. The thermal mean is less sensitive: at 0.1\,\% strain and 900~K, halving $F$ lowers it only from 4.3 to 3.2~nm. Rough cubic stiffnesses for silicon, in place of the isotropic ones, lower $K$ to 0.92 of its isotropic value, which brings the 0.1\,\% width down to about 3.5~nm. Under uniaxial stress along $[110]$ the in-plane Poisson ratio is 0.06, so $e$ is 1.06 times the compressive strain. The assumption of straight, equilibrated steps can also fail. With the 0.4~nm core and isotropic elasticity, long in-phase bends of both steps lower the energy if the mean bare stiffness of the two steps is below about 0.18~eV/nm for equal domains, or 0.08~eV/nm for the 3.8~nm stripe. With $\beta=0.3$~eV/nm, wandering of one step adds some 13\,\% to the width at 0.1\,\%, relative to the static value, and about 19\,\% if both steps wander with the same stiffness, while pinning or slow kinetics could leave a much larger minority than the model gives.

For practice, under the conditions of the model:
\begin{itemize}
\item To reduce the minority fraction, apply compression along the dimer bond of the wanted domain while the steps are mobile. Well beyond $e\simeq\pi KF/L$ (0.006\,\% here) the fraction falls only as $1/(Le)$, so for static steps halving the miscut helps as much as doubling the strain. With thermal wandering it helps more, because the mean width then falls more slowly than $1/e$.
\item Do not count on strain to remove the boundaries. Until steps pair, their density stays at $2/L$ however narrow the stripes become.
\item Check plastic flow. With the isotropic modulus the bulk stress difference $2\mu e$ is 130~MPa at 0.1\,\% and about 500~MPa at the finite-core transition. For silicon with these axes it is $2C_{44}e$ with $C_{44}\simeq80$~GPa, which gives 160~MPa at 0.1\,\%. At the transition it gives about 565~MPa, because the lower cubic $K$ also lowers the transition strain. A hot wafer may yield before such strains are reached.
\item If a single domain is essential, use a surface on which double-height steps form, as happens at miscuts of a few degrees under suitable annealing. The domain obtained this way has its dimers along the steps, so it is the minority domain of the example above. This route gives up the fixed arrangement of single steps on which the argument depends.
\end{itemize}

The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
surface stress along, across dimer bond: 0.8, -0.2 N/m
stress difference F: 1.00 N/m = 6.24 eV/nm^2
shear modulus: 65 GPa, Poisson ratio: 0.22
period L: 200 nm, core width w: 0.4 nm
K: 3.820 x 1e-12 m^2/N
length K*F: 0.00382 nm
log energy scale K*F^2: 0.0238 eV/nm
strain difference (%), sharp width (nm), minority fraction (%), thermal mean width (nm)
   0.01    34.404   17.202    34.799
   0.03    12.567    6.283    13.021
   0.10     3.815    1.908     4.300
   0.30     1.273    0.637     1.876
   1.00     0.382    0.191     0.997
large-strain estimate K*F/e at 0.1 %: 3.820 nm
closing force F*e at 0.1 %: 0.00624 eV/nm^2
strain difference where K*F/e equals w: 0.955 %
finite core, minimum disappears at: 0.477 %
finite core, collapse factor s: 0.4024
finite core, d = 0 becomes favoured at: 0.384 %
finite core, width just before that: 0.792 nm
three free pairs, largest gap error: 5.7e-07 periods
cubic stiffnesses C11, C12, C44: 166, 64, 80 GPa
cubic over isotropic K: 0.919
in-plane Poisson ratio, load along [110]: 0.061
temperature: 900 K, kT: 0.0776 eV
step stiffness: 0.30 eV/nm
thermal mean width at 0.1 % without log repulsion: 1.825 nm
step height: 0.136 nm
height-couple force over log force at 0.1 % (moment F*height): 0.0025
bulk stress difference 2*mu*e at 0.1 %: 130 MPa
bulk stress difference at collapse: 500 MPa
\end{verbatim}
